# One electron on the Hubbard dimer: self-screening in GW: verification in Python

```python
"""One-electron Hubbard dimer in one-shot GW, tested against exact results.

Hopping t, spin-independent on-site interaction U, one spin-up electron.
Orbitals: bonding (energy -t, occupied), antibonding (energy +t, empty).
Results under test:
  screening pole       h = sqrt(4 t^2 + 2 t U)
  coupling strength    A = U^2 t / (2 h),  S = sqrt((h + 2t)^2 + 4 A)
  main removal pole    (h - S)/2, weight (1 + (h + 2t)/S)/2
  false removal pole  -(h + S)/2, weight (1 - (h + 2t)/S)/2
The exact spectrum has a single removal pole at -t.
Energies are in eV.
"""
import numpy as np
from scipy.optimize import brentq

bonding = np.array([1.0, 1.0]) / np.sqrt(2)
antibonding = np.array([1.0, -1.0]) / np.sqrt(2)
transition_density = bonding * antibonding
identity = np.eye(2)


def frequency_grid(count, scale):
    """Midpoint rule on the whole real line after x = scale*tan(angle)."""
    angle = np.pi * (np.arange(count) + 0.5) / count - np.pi / 2
    nodes = scale * np.tan(angle)
    return nodes, scale * (1 + np.tan(angle) ** 2) * np.pi / count


def bare_green(z, t):
    """Site matrix of the up-spin Green function at complex energies z."""
    z = np.atleast_1d(z)[:, None, None]
    return (np.outer(bonding, bonding) / (z + t)
            + np.outer(antibonding, antibonding) / (z - t))


def polarizability(freq, t):
    freq = np.atleast_1d(freq)[:, None, None]
    pair = np.outer(transition_density, transition_density)
    return pair * 4 * t / (freq ** 2 - 4 * t ** 2)


def screening_part(freq, t, U, rpa=True):
    """W minus the bare U; rpa=False uses the exact one-electron response."""
    P = polarizability(freq, t)
    response = np.linalg.inv(identity - U * P) @ P if rpa else P
    return U ** 2 * response


def closed_form(t, U, h=None):
    h = np.sqrt(4 * t ** 2 + 2 * t * U) if h is None else h
    A = U ** 2 * t / (2 * h)
    S = np.sqrt((h + 2 * t) ** 2 + 4 * A)
    return {"h": h, "A": A, "S": S, "main": (h - S) / 2,
            "sat": -(h + S) / 2, "Z": (1 + (h + 2 * t) / S) / 2,
            "Zsat": (1 - (h + 2 * t) / S) / 2}


def rpa_excitation(t, U):
    """Excitation energy from the RPA eigenvalue matrix."""
    coupling = U * np.sum(transition_density ** 2)
    diagonal = 2 * t + coupling
    matrix = np.array([[diagonal, coupling], [-coupling, -diagonal]])
    return np.max(np.linalg.eigvals(matrix).real)


class NumericalGW:
    """GW self-energy by contour integration of G0 times W."""

    def __init__(self, t, U, rpa=True):
        self.t, self.U, self.rpa = t, U, rpa
        self.nu, self.weight = frequency_grid(4000, 2 * t)
        self.w_imag = screening_part(1j * self.nu, t, U, rpa)
        density_matrix = np.outer(bonding, bonding)
        hartree = U * np.diag(np.diag(density_matrix))
        exchange = -U * np.diag(np.diag(density_matrix))
        self.static = hartree + exchange

    def sigma(self, z, orbital):
        green = bare_green(z + 1j * self.nu, self.t)
        matrix = -np.einsum("k,kij,kij->ij", self.weight, green,
                            self.w_imag) / (2 * np.pi)
        if np.imag(z) == 0 and np.real(z) < -self.t:
            # the occupied pole has crossed the contour: add its residue
            w_real = screening_part(-self.t - z, self.t, self.U, self.rpa)[0]
            matrix = matrix - np.outer(bonding, bonding) * w_real
        return orbital @ (matrix + self.static) @ orbital

    def pole(self, orbital, energy, low, high):
        def equation(x):
            return x - energy - self.sigma(x, orbital).real
        root = brentq(equation, low, high, xtol=1e-13)
        step = 1e-6
        slope = (equation(root + step) - equation(root - step)) / (2 * step)
        return root, 1 / slope

    def removal_poles(self):
        t, U = self.t, self.U
        edge = rpa_excitation(t, U) if self.rpa else 2 * t
        low = -10 * (t + U)
        main = self.pole(bonding, -t, low, -t - 1e-6)
        satellite = self.pole(antibonding, t, low, -t - edge - 1e-6)
        return main, satellite


def exact_fock_space(t, U):
    """Full Hamiltonian; modes are site 1 up, site 2 up, 1 down, 2 down."""
    lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ops = []
    for mode in range(4):
        op = np.eye(1)
        for k in range(4):
            op = np.kron(op, sign if k < mode else lower if k == mode else one)
        ops.append(op)
    H = np.zeros((16, 16))
    for first, second in ((0, 1), (2, 3)):
        hop = ops[first].T @ ops[second]
        H -= t * (hop + hop.T)
    for site in (0, 1):
        for s in (site, site + 2):
            for r in (site, site + 2):
                H += U / 2 * ops[s].T @ ops[r].T @ ops[r] @ ops[s]
    vacuum = np.zeros(16)
    vacuum[0] = 1
    basis = np.array([ops[0].T @ vacuum, ops[1].T @ vacuum]).T
    values, vectors = np.linalg.eigh(basis.T @ H @ basis)
    return H, ops, values[0], basis @ vectors[:, 0]


t, U = 1.0, 4.0

# Exact removal spectrum and exact density response
H, ops, E0, ground = exact_fock_space(t, U)
assert np.allclose(H @ ground, E0 * ground)
levels, states = np.linalg.eigh(H)
removal_weight = sum((states.T @ (ops[i] @ ground)) ** 2 for i in (0, 1))
visible = removal_weight > 1e-10
exact_weight = removal_weight.sum()
exact_pole = np.sum(removal_weight * (E0 - levels)) / exact_weight
assert np.allclose((E0 - levels)[visible], -t) and abs(exact_weight - 1) < 1e-12
number = [ops[i].T @ ops[i] + ops[i + 2].T @ ops[i + 2] for i in (0, 1)]
amplitude = np.array([states.T @ (n @ ground) for n in number])
gap = levels - E0
for nu in (0.3, 1.7, 5.0):
    exact_response = (amplitude * (-2 * gap / (nu ** 2 + gap ** 2))) @ amplitude.T
    assert np.allclose(exact_response, polarizability(1j * nu, t)[0], atol=1e-12)

# Polarizability from the convolution of two Green functions
x, wx = frequency_grid(4000, 2 * t)
for nu in (0.3, 1.7, 5.0):
    product = bare_green(1j * (x + nu), t) * bare_green(1j * x, t)
    bubble = np.einsum("k,kij->ij", wx, product).real / (2 * np.pi)
    alternating = np.array([[1, -1], [-1, 1]]) * t / (-nu ** 2 - 4 * t ** 2)
    assert np.allclose(bubble, alternating, atol=1e-9)
    assert np.allclose(bubble, polarizability(1j * nu, t)[0], atol=1e-9)

# Screening pole, self-energy, removal poles and weights, several couplings
for t_test, U_test in ((1.0, 0.5), (1.0, 4.0), (0.7, 3.0), (1.0, 20.0)):
    c = closed_form(t_test, U_test)
    assert abs(rpa_excitation(t_test, U_test) - c["h"]) < 1e-10
    w = screening_part(0.8j, t_test, U_test)[0]
    w_formula = U_test ** 2 * t_test / (-0.64 - c["h"] ** 2)
    assert np.allclose(w, w_formula * np.array([[1, -1], [-1, 1]]))
    gw_test = NumericalGW(t_test, U_test)
    z = 0.6j
    assert abs(gw_test.sigma(z, bonding) - c["A"] / (z - t_test - c["h"])) < 1e-8
    assert abs(gw_test.sigma(z, antibonding) - c["A"] / (z + t_test + c["h"])) < 1e-8
    (main, Z), (sat, Zsat) = gw_test.removal_poles()
    assert abs(main - c["main"]) < 1e-8 and abs(sat - c["sat"]) < 1e-8
    # weights use a finite-difference slope, hence the wider tolerance
    assert abs(Z - c["Z"]) < 1e-5 and abs(Zsat - c["Zsat"]) < 1e-5

# Worked example, and occupations from the dressed Green function
gw = NumericalGW(t, U)
(main, Z), (sat, Zsat) = gw.removal_poles()
c = closed_form(t, U)
y, wy = frequency_grid(200, 2 * t)
occupation = []
for orbital, energy in ((bonding, -t), (antibonding, t)):
    dressed = np.array([1 / (1j * v - energy - gw.sigma(1j * v, orbital))
                        for v in y])
    occupation.append(0.5 + np.sum(wy * dressed.real) / (2 * np.pi))
# the inner grid is coarse at very high frequency, hence 1e-4
assert abs(occupation[0] - Z) < 1e-4 and abs(occupation[1] - Zsat) < 1e-4
add_main = gw.pole(antibonding, t, t, 10 * (t + U))
add_sat_energy = -sat
# the bonding addition pole must make the dressed Green function singular
sigma_add = c["A"] / (add_sat_energy - t - c["h"])
assert abs(add_sat_energy + t - sigma_add) < 1e-8
assert abs(add_main[0] + main) < 1e-8

# GW with the exact screened interaction still has the false satellite
(main_x, Z_x), (sat_x, Zsat_x) = NumericalGW(t, U, rpa=False).removal_poles()
cx = closed_form(t, U, h=2 * t)
assert abs(main_x - cx["main"]) < 1e-8 and abs(sat_x - cx["sat"]) < 1e-8
assert abs(Zsat_x - cx["Zsat"]) < 1e-5 and Zsat_x > 0.01

# Opposite-spin interaction with spin-resolved W: no up-up interaction
v_spin = np.kron(np.array([[0, 1], [1, 0]]), U * identity)
P_spin = np.zeros((4, 4), complex)
P_spin[:2, :2] = polarizability(0.8j, t)[0]
W_spin = np.linalg.solve(np.eye(4) - v_spin @ P_spin, v_spin)
max_up_up = np.max(np.abs(W_spin[:2, :2]))
assert max_up_up < 1e-12
assert np.allclose(W_spin[2:, 2:], U ** 2 * P_spin[:2, :2])

# Weak- and strong-coupling limits
U_weak = 0.05
(weak, _), (_, weak_weight) = NumericalGW(t, U_weak).removal_poles()
# corrections to the leading law are of relative order U/t
weak_ratio = (-weak - t) / (U_weak ** 2 / (16 * t))
weak_weight_ratio = weak_weight / (U_weak ** 2 / (64 * t ** 2))
assert abs(weak_ratio - 1) < 0.03 and abs(weak_weight_ratio - 1) < 0.04
assert abs(closed_form(t, 1e12)["Zsat"] - 0.5) < 1e-3

print(f"Hopping t = {t:.1f} eV, interaction U = {U:.1f} eV")
print(f"Exact removal pole = {exact_pole:.4f} eV, weight = {exact_weight:.4f}")
print(f"Exact density excitation 2t = {2 * t:.4f} eV")
print(f"RPA screening pole h = {rpa_excitation(t, U):.4f} eV")
print(f"Coupling strength A = {c['A']:.4f} eV^2")
print(f"Root S = {c['S']:.4f} eV")
print(f"GW main removal pole = {main:.4f} eV, weight = {Z:.4f}")
print(f"GW false removal pole = {sat:.4f} eV, weight = {Zsat:.4f}")
print(f"Distance between removal poles = {main - sat:.4f} eV")
print(f"GW ionization energy = {-main:.4f} eV")
print(f"Exact ionization energy = {-exact_pole:.4f} eV")
print(f"Ionization energy error = {-main + exact_pole:.4f} eV")
print(f"GW main addition pole (antibonding) = {add_main[0]:.4f} eV")
print(f"GW addition satellite (bonding) = {add_sat_energy:.4f} eV")
print(f"Occupation from G: bonding = {occupation[0]:.4f}")
print(f"Occupation from G: antibonding = {occupation[1]:.4f}")
print(f"Exact W in GW: ionization energy = {-main_x:.4f} eV")
print(f"Exact W in GW: false removal pole = {sat_x:.4f} eV")
print(f"Exact W in GW: false removal weight = {Zsat_x:.4f}")
print(f"Spin-resolved W, largest up-up element = {max_up_up:.1e} eV")
print(f"U = {U_weak} eV: shift / (U^2/16t) = {weak_ratio:.4f}")
print(f"U = {U_weak} eV: weight / (U^2/64t^2) = {weak_weight_ratio:.4f}")
print("Table at t = 1 eV: U, h, ionization, satellite pole (eV), weight")
for U_row in (1.0, 2.0, 4.0, 8.0, 16.0):
    (m, _), (s, ws) = NumericalGW(t, U_row).removal_poles()
    print(f"{U_row:5.1f} {rpa_excitation(t, U_row):8.4f} {-m:8.4f} {s:9.4f} {ws:8.4f}")
print("PASS")
```

Printed output:

```
Hopping t = 1.0 eV, interaction U = 4.0 eV
Exact removal pole = -1.0000 eV, weight = 1.0000
Exact density excitation 2t = 2.0000 eV
RPA screening pole h = 3.4641 eV
Coupling strength A = 2.3094 eV^2
Root S = 6.2525 eV
GW main removal pole = -1.3942 eV, weight = 0.9370
GW false removal pole = -4.8583 eV, weight = 0.0630
Distance between removal poles = 3.4641 eV
GW ionization energy = 1.3942 eV
Exact ionization energy = 1.0000 eV
Ionization energy error = 0.3942 eV
GW main addition pole (antibonding) = 1.3942 eV
GW addition satellite (bonding) = 4.8583 eV
Occupation from G: bonding = 0.9370
Occupation from G: antibonding = 0.0630
Exact W in GW: ionization energy = 1.8284 eV
Exact W in GW: false removal pole = -3.8284 eV
Exact W in GW: false removal weight = 0.1464
Spin-resolved W, largest up-up element = 0.0e+00 eV
U = 0.05 eV: shift / (U^2/16t) = 0.9816
U = 0.05 eV: weight / (U^2/64t^2) = 0.9754
Table at t = 1 eV: U, h, ionization, satellite pole (eV), weight
  1.0   2.4495   1.0454   -3.4949   0.0100
  2.0   2.8284   1.1423   -3.9707   0.0278
  4.0   3.4641   1.3942   -4.8583   0.0630
  8.0   4.4721   1.9625   -6.4346   0.1146
 16.0   6.0000   3.1101   -9.1101   0.1727
PASS
```
